# Christoffel's equation: three plane-wave speeds in an anisotropic crystal

## Three speeds through one wafer

Take a silicon wafer 500 µm thick whose faces are (110) planes. With rounded values for silicon, a longitudinal pulse crosses it at 9148 m/s. A transverse pulse crosses at 5860 m/s if the atoms move along \([001]\), but at 4632 m/s if they move along \([1\bar10]\). Both transverse pulses travel along the same normal through the same material. In a wafer with (100) faces, all transverse pulses travel at 5860 m/s. These notes derive the speeds and the difference between them from the elastic energy.

## The equation of motion

The crystal is homogeneous, unbounded, initially unstressed and not piezoelectric. Strains are small and there is no body force. Repeated indices are summed unless stated otherwise. With displacement \(u_i(\mathbf x,t)\), the strain is

\[
\varepsilon_{ij}=\tfrac12(\partial_j u_i+\partial_i u_j).
\]

The energy per volume is quadratic in the strain, since the unstressed state has no linear term:

\[
W=\tfrac12 C_{ijkl}\varepsilon_{ij}\varepsilon_{kl},\qquad
C_{ijkl}=\frac{\partial^2W}{\partial\varepsilon_{ij}\,\partial\varepsilon_{kl}} .
\]

In the derivative the nine strain components are treated as independent, with \(W\) written symmetrically in \(\varepsilon_{ij}\) and \(\varepsilon_{ji}\). A first-principles calculation can obtain \(C_{ijkl}\) in this way, from the energy of slightly strained cells, provided that the atoms inside each strained cell are allowed to relax. In silicon, holding them at uniformly strained positions makes the shear stiffness \(C_{1212}\) much too large. Two symmetries follow. The strain is symmetric, so \(C_{ijkl}=C_{jikl}=C_{ijlk}\). Second derivatives commute, so \(C_{ijkl}=C_{klij}\), the major symmetry.

The stress is \(\sigma_{ij}=\partial W/\partial\varepsilon_{ij}=C_{ijkl}\varepsilon_{kl}\). Because \(C_{ijkl}\) is symmetric in \(k,l\), both halves of the strain contribute equally, and \(\sigma_{ij}=C_{ijkl}\partial_l u_k\). Momentum balance, \(\rho\ddot u_i=\partial_j\sigma_{ij}\) with density \(\rho\), becomes

\[
\rho\,\ddot u_i=C_{ijkl}\,\partial_j\partial_l u_k. \tag{1}
\]

## Inserting a plane wave

Let \(\mathbf n\) be a unit vector, \(\mathbf a\neq0\) a constant polarization, and

\[
u_k=a_k f(\mathbf n\cdot\mathbf x-vt).
\]

Each space derivative brings down a component of \(\mathbf n\), and each time derivative a factor \(-v\):

\[
\partial_j\partial_l u_k=n_jn_l a_k f'',\qquad \ddot u_i=v^2a_i f''.
\]

Equation (1) then reads

\[
\left(C_{ijkl}n_jn_l\,a_k-\rho v^2a_i\right)f''=0 .
\]

If \(f''\) is not identically zero, the bracket must vanish; conversely, if it vanishes, every profile \(f\) solves (1). This is Christoffel's equation:

\[
\Gamma_{ik}a_k=\rho v^2a_i,\qquad \Gamma_{ik}=C_{ijkl}n_jn_l. \tag{2}
\]

The excluded case \(f''=0\) is a uniform strain with uniform motion, which has no wavefront to define a speed. Since (2) contains no frequency, pulses keep their shape.

## Why the three eigenvalues are real and positive

By the major symmetry, followed by exchange of the summed names \(j\) and \(l\),

\[
\Gamma_{ki}=C_{kjil}n_jn_l=C_{ilkj}n_jn_l=C_{ijkl}n_jn_l=\Gamma_{ik}.
\]

A real symmetric \(3\times3\) matrix has three real eigenvalues and three orthogonal eigenvectors, which can be chosen so even when eigenvalues coincide. A real, nonzero speed \(v\) also needs positive eigenvalues. Define the strain \(e_{ij}=\tfrac12(a_in_j+a_jn_i)\). Then

\[
a_i\Gamma_{ik}a_k=C_{ijkl}(a_in_j)(a_kn_l)=C_{ijkl}e_{ij}e_{kl}=2W(e).
\]

This strain cannot vanish, because

\[
e_{ij}e_{ij}=\tfrac14\left(2|\mathbf a|^2+2(\mathbf a\cdot\mathbf n)^2\right)\ge\tfrac12|\mathbf a|^2 .
\]

So if \(W>0\) for every nonzero strain, all three eigenvalues \(\rho v^2\) are positive.

The converse fails. An isotropic solid has \(C_{ijkl}=\lambda\delta_{ij}\delta_{kl}+\mu(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})\), hence

\[
\Gamma_{ik}=\mu\delta_{ik}+(\lambda+\mu)n_in_k,
\]

with eigenvalues \(\lambda+2\mu\) along \(\mathbf n\) and \(\mu\), twice, across it. For \(\lambda=-1\), \(\mu=1\) in scaled units, all are \(+1\). Yet the uniform dilatation \(\varepsilon_{ij}=\eta\delta_{ij}\) has \(W=\tfrac92\lambda\eta^2+3\mu\eta^2=-\tfrac32\eta^2\). A plane wave does not probe this strain: \(e_{ij}\) gives no stretch along the direction perpendicular to both \(\mathbf a\) and \(\mathbf n\). Real wave speeds in all directions therefore do not prove that a free body is stable.

## What the reduction covers

Suppose that \(\mathbf u\) depends on position through \(s=\mathbf n\cdot\mathbf x\) alone. Equation (1) becomes \(\rho\ddot u_i=\Gamma_{ik}\partial_s^2u_k\). Let \(\mathbf a^{(m)}\) be the orthonormal eigenvectors, and \(q_m=\mathbf a^{(m)}\cdot\mathbf u\). Multiplying by \(a_i^{(m)}\) and using the symmetry of \(\Gamma\),

\[
\rho\,\ddot q_m=a_i^{(m)}\Gamma_{ik}\partial_s^2u_k=\rho v_m^2\,\partial_s^2q_m .
\]

These are three separate wave equations. A pulse released from rest with \(\mathbf u=\mathbf p\,g(s)\) evolves as

\[
\mathbf u=\tfrac12\sum_m\mathbf a^{(m)}(\mathbf a^{(m)}\cdot\mathbf p)\,[g(s-v_mt)+g(s+v_mt)].
\]

It splits into up to six pulses, three in each sense.

For a general field in the unbounded crystal, the Fourier amplitude at wave vector \(\mathbf k=k\mathbf n\) obeys \(\rho\,\ddot{\hat u}_i=-k^2\Gamma_{ik}(\mathbf n)\hat u_k\). One eigenvalue problem per direction thus solves the bulk problem. Surfaces add boundary conditions, which in general couple different waves.

At a free face normal to \(\mathbf n\) the coupling is absent. The traction there is

\[
\sigma_{ij}n_j=C_{ijkl}n_jn_la_kf'=\Gamma_{ik}a_kf'=\rho v^2a_if',
\]

which is parallel to the polarization. A reflected wave with the same \(\mathbf a\) and \(v\) can cancel it completely, so no other mode is produced. This is why an echo can be assigned to a single eigenvalue.

## Where the energy goes

The phase velocity measures the advance of wavefronts along \(\mathbf n\). The energy flux is \(P_j=-\sigma_{ij}\dot u_i\), the rate at which material behind a surface does work on material ahead. With \(\sigma_{ij}=C_{ijkl}a_kn_lf'\) and \(\dot u_i=-va_if'\),

\[
P_j=v\,C_{ijkl}a_ia_kn_l\,f'^2 .
\]

For \(|\mathbf a|=1\) the kinetic energy density is \(\tfrac12\rho v^2f'^2\), and the elastic density is \(\tfrac12a_i\Gamma_{ik}a_kf'^2\), which is the same. The total is \(\rho v^2f'^2\), so energy moves with velocity

\[
V_j=\frac{C_{ijkl}a_ia_kn_l}{\rho v},\qquad
\mathbf V\cdot\mathbf n=\frac{a_i\Gamma_{ik}a_k}{\rho v}=v. \tag{3}
\]

For a nondegenerate mode this is also the group velocity \(\partial\omega/\partial k_j\). To see this, differentiate \(\rho\omega^2=a_iC_{ijkl}k_jk_la_k\). The change of \(\mathbf a\) contributes \(2\rho\omega^2\,\mathbf a\cdot d\mathbf a=0\), because \(|\mathbf a|\) is fixed. The two factors of \(\mathbf k\) contribute equally by the major symmetry, so

\[
2\rho\omega\,\frac{\partial\omega}{\partial k_j}=2C_{ijkl}a_ia_kk_l .
\]

Putting \(\omega=vk\) and \(k_l=kn_l\) gives (3).

The angle \(\psi\) between energy flow and \(\mathbf n\) satisfies \(\cos\psi=v/|\mathbf V|\), so \(|\mathbf V|\ge v\). A skewed beam still crosses a plate of thickness \(d\) in the time \(d/v\), because its velocity component along the normal is \(v\).

## Cubic crystals

In Voigt notation the pairs 11, 22, 33, 23, 13, 12 are numbered 1 to 6, and shear strains are doubled, \(\gamma_{12}=2\varepsilon_{12}\). With axes along the cube edges, a cubic crystal such as silicon has three constants: \(C_{11}=C_{1111}\), \(C_{12}=C_{1122}\), \(C_{44}=C_{1212}\), and their equivalents. Collecting the nonzero terms,

\[
\Gamma_{11}=C_{1111}n_1^2+C_{1212}n_2^2+C_{1313}n_3^2=C_{11}n_1^2+C_{44}(1-n_1^2),
\]
\[
\Gamma_{12}=C_{1122}n_1n_2+C_{1221}n_2n_1=(C_{12}+C_{44})n_1n_2 ,
\]

and the rest follow by permuting axes. The trace is \(C_{11}+2C_{44}\) in every direction, since \(n_1^2+n_2^2+n_3^2=1\). The sum of the three \(\rho v^2\) therefore does not depend on direction.

**Along [100]** the matrix is diagonal, with eigenvalues \(C_{11},C_{44},C_{44}\).

**Along [110]**, \(n_1^2=n_2^2=n_1n_2=\tfrac12\), and

\[
\Gamma=\begin{pmatrix}\frac{C_{11}+C_{44}}2&\frac{C_{12}+C_{44}}2&0\\ \frac{C_{12}+C_{44}}2&\frac{C_{11}+C_{44}}2&0\\0&0&C_{44}\end{pmatrix}.
\]

The vectors \([110]\), \([001]\) and \([1\bar10]\) are eigenvectors. The first takes the sum of diagonal and off-diagonal entries, the last their difference:

\[
\rho v_L^2=\tfrac12(C_{11}+C_{12})+C_{44},\quad \rho v_{T1}^2=C_{44},\quad \rho v_{T2}^2=\tfrac12(C_{11}-C_{12}). \tag{4}
\]

**Along [111]** all diagonal entries are \(p=(C_{11}+2C_{44})/3\) and all others \(q=(C_{12}+C_{44})/3\). The eigenvalues are \(p+2q=(C_{11}+2C_{12}+4C_{44})/3\) for longitudinal motion and \(p-q=(C_{11}-C_{12}+C_{44})/3\), twice, for transverse motion.

The two transverse speeds along [110] can now be read physically. For T2, \(\mathbf a=(1,-1,0)/\sqrt2\) and \(\mathbf n=(1,1,0)/\sqrt2\) give \(e_{11}=\tfrac12\), \(e_{22}=-\tfrac12\), \(e_{12}=0\). Seen from the cube axes, this shear wave stretches one edge and shortens another. Its energy contains \(C_{11}-C_{12}\) and no \(C_{44}\). For T1 the strains are \(e_{13}\) and \(e_{23}\), which change the angles between cube edges and cost \(C_{44}\). The squared speeds have the ratio

\[
\frac{v_{T1}^2}{v_{T2}^2}=\frac{2C_{44}}{C_{11}-C_{12}} .
\]

If this ratio is 1, then \(C_{12}+C_{44}=C_{11}-C_{44}\), and \(\Gamma_{ik}=C_{44}\delta_{ik}+(C_{11}-C_{44})n_in_k\). This is the isotropic form, with the same speeds in every direction.

## Numbers for silicon

The inputs are rough, rounded values for silicon near room temperature: \(C_{11}=165\), \(C_{12}=65\), \(C_{44}=80\) GPa and \(\rho=2330\) kg/m³. The energy is positive, since its three independent stiffnesses, \(C_{11}+2C_{12}=295\), \(C_{11}-C_{12}=100\) and \(C_{44}=80\) GPa, are positive. The anisotropy ratio is \(160/100=1.60\).

From (4), the [110] eigenvalues are \(115+80=195\), 80 and 50 GPa. For the first,

\[
v_L=\sqrt{\frac{195\times10^9}{2330}}\ \text{m/s}=9148\ \text{m/s},
\]

and the others give 5860 and 4632 m/s. Along [100] the speeds are 8415 m/s and, twice, 5860 m/s; along [111] they are 9380 m/s and, twice, 5075 m/s. Of these three directions, [111] is the fastest for longitudinal waves. The trace explains why its transverse waves are slower on average than those along [100]: the sum stays at 325 GPa.

## From echo times back to stiffness

A pulse crossing the 500 µm wafer and returning travels 1 mm. The round-trip times are 109.31, 170.66 and 215.87 ns for L, T1 and T2. Solving (4) for the constants gives

\[
C_{44}=\rho v_{T1}^2,\quad
C_{11}=\rho(v_L^2+v_{T2}^2-v_{T1}^2),\quad
C_{12}=\rho(v_L^2-v_{T1}^2-v_{T2}^2).
\]

In the second formula, \(C_{44}\) cancels and the two halves of \(C_{11}\) add; in the third, the two halves of \(C_{12}\) add.

Suppose the times are read to 0.1 ns, as 109.3, 170.7 and 215.9 ns. The values of \(\rho v^2\) are then 195.036, 79.963 and 49.986 GPa, so that

\[
C_{11}=195.036+49.986-79.963=165.06\ \text{GPa},
\]
\[
C_{12}=195.036-79.963-49.986=65.09\ \text{GPa},\qquad C_{44}=79.96\ \text{GPa}.
\]

The extra digits show the rounding error; they do not describe silicon more finely. Since \(\rho v^2\propto t^{-2}\), a reading error of 0.05 ns changes the three eigenvalues by about 0.18, 0.05 and 0.02 GPa. To first order, the error of \(C_{11}\) or \(C_{12}\) is then at most about 0.25 GPa. Thickness matters more: an error of 1 µm in 500 µm changes every constant by 0.4%, which is 0.7 GPa for \(C_{11}\).

A (100) wafer probed along its normal gives \(C_{11}\) and \(C_{44}\), but not \(C_{12}\). The (110) wafer gives all three, provided that both transverse polarizations are excited and their echoes can be told apart. The source can be turned from one to the other, or fixed halfway between \([001]\) and \([1\bar10]\), where its traction has equal components along the two polarizations. The particle velocity is the traction divided by \(\rho v\), so the slower T2 wave is then stronger by the factor \(5860/4632\approx1.27\). Any longitudinal signal must also be kept out of the T2 reading, since the second longitudinal echo, at 218.6 ns, arrives within 3 ns of the first T2 echo.

## A direction without pure modes

For \(\mathbf n=(1,2,3)/\sqrt{14}\), the first entries are \(\Gamma_{11}=(165+13\times80)/14=86.07\) GPa and \(\Gamma_{12}=2\times145/14=20.71\) GPa. The full matrix is

\[
\Gamma=\begin{pmatrix}86.07&20.71&31.07\\20.71&104.29&62.14\\31.07&62.14&134.64\end{pmatrix}\text{GPa}.
\]

| \(\rho v^2\) (GPa) | \(v\) (m/s) | angle of \(\mathbf a\) to \(\mathbf n\) | energy skew |
|---|---|---|---|
| 55.08 | 4862 | 85.67° | 15.86° |
| 73.88 | 5631 | 87.45° | 14.55° |
| 196.05 | 9173 | 5.03° | 6.15° |

No mode is purely longitudinal or transverse. The polarizations remain orthogonal to one another, but not aligned with \(\mathbf n\). The energy of the slowest mode leaves the wavefront normal by 15.86°, although its polarization is only 4.33° from transverse. In a 500 µm plate cut normal to [123], its beam would drift sideways by \(500\tan15.86^\circ\approx142\) µm in one crossing, so a small receiver on the far face could miss it.

The (110) wafer has no such drift. The elastic constants are unchanged by reflection in the planes \((001)\) and \((1\bar10)\), which both contain \([110]\). Each leaves \(\mathbf n\) unchanged and at most reverses \(\mathbf a\), which enters (3) twice. The energy velocity must lie in both planes, hence along \([110]\).

## How far a real wafer departs from the model

The estimates below concern the longitudinal [110] pulse at 100 MHz, whose wavelength is 91.5 µm. Write \(M=195\) GPa for its modulus. The material inputs are again rough.

**Temperature.** Since \(v\propto M^{1/2}\), a coefficient of \(-7\times10^{-5}\) per K for \(M\) gives \(\tfrac12(-7\times10^{-5})(100)=-0.35\%\) in a chip 100 K hotter. The falling density would raise \(v\) by about 0.04%, which is left out here.

**Static stress.** Let the wafer be stretched by \(F=1+e\) along the wave, with no lateral strain. With \(E=(F^2-1)/2\) and \(W=\tfrac12ME^2+\tfrac16M_3E^3\), two derivatives give

\[
\frac{d^2W}{dF^2}=(M+M_3E)F^2+ME+\tfrac12M_3E^2\approx M+(3M+M_3)e .
\]

This modulus governs small waves when position is measured in the unstrained wafer. The relative speed change is \(\tfrac12(3+M_3/M)e\). A tension of 100 MPa gives \(e=5.13\times10^{-4}\), and with \(M_3=-1500\) GPa the change is \(-0.12\%\). Film stress in a chip acts mainly in the wafer plane. That loading involves other third-order constants, and its effect is not estimated here.

**Heat flow.** For a temperature change \(\theta\), the stress is \(M\varepsilon-\beta\theta\) and the entropy change per volume is \(\beta\varepsilon+c\theta/T\). Here \(\beta=3\alpha K\), with thermal expansion \(\alpha\), bulk modulus \(K=(C_{11}+2C_{12})/3\) and heat capacity per volume \(c\). Without heat flow the entropy is constant, so \(\theta=-T\beta\varepsilon/c\), and the modulus rises by

\[
\Delta M=\frac{T(3\alpha K)^2}{c}.
\]

With \(T=300\) K, \(\alpha=2.6\times10^{-6}\) per K, \(K=98.3\) GPa and \(c=2330\times700\) J/(m³ K), this is 0.108 GPa, or 0.028% in speed. The wave is nearly adiabatic, because \(\omega D/v^2=6.8\times10^{-4}\) for a thermal diffusivity \(D=0.9\) cm²/s. Echoes thus measure adiabatic constants, while a static calculation at fixed temperature gives isothermal ones.

**Geometry.** A cut wrong by 1° changes the longitudinal speed by up to about 0.007%, and T2, the most sensitive mode, by 0.029%. A source of radius \(R=3\) mm adds transverse wave numbers of about \(\pi/R\), and a single plane wave tilted by that amount has its phase speed along the axis shifted by up to about 0.016%. This gives the order of the effect, not a bound. A uniform source also contains larger transverse wave numbers, and the apparent shift depends on the path length: over the 1 mm round trip, the phase of the received signal corresponds to a shift about twice as large.

**Atomic structure.** A chain of masses with spacing \(b\) has \(v(k)/v(0)=\sin(kb/2)/(kb/2)\approx1-(kb)^2/24\). With \(b=0.384\) nm, the lattice period along [110], the reduction is about \(3\times10^{-11}\). The atomic planes are only half as far apart, and a chain with that spacing would give a quarter of this. The continuum fails when the wavelength approaches atomic spacings, far from this experiment.

Of the effects sized in this section, with the inputs chosen, temperature is the largest, followed by stress. Neither approaches the 21% by which T2 is slower than T1. The full set of values stands in the numerical output.

## Values computed for the example and the checks

```
Triclinic test: wave residual 4.9e-07, wrong pol. 2.63
Triclinic test: pulse-splitting error 5.3e-06
Counterexample (scaled): min energy eig -1.00, min wave eig 1.00
INPUT, rough silicon values
C11, C12, C44 = 165, 65, 80 GPa
density = 2330 kg/m3; wafer = 500 um; frequency = 100 MHz
anisotropy 2C44/(C11-C12) = 1.60
CLOSED EIGENVALUES rho v^2 and velocities
(1, 0, 0) GPa: 165.0 80.0 80.0 | m/s: 8415 5860 5860
(1, 1, 0) GPa: 195.0 80.0 50.0 | m/s: 9148 5860 4632
(1, 1, 1) GPa: 205.0 60.0 60.0 | m/s: 9380 5075 5075
(110) WAFER: L, T1 along [001], T2 along [1-10]
round-trip times = 109.31 170.66 215.87 ns
times as read = 109.3 170.7 215.9 ns
recovered C11, C12, C44 = 165.06 65.09 79.96 GPa
longitudinal wavelength = 91.5 um
DIRECTION [123]: Christoffel matrix in GPa
     86.071   20.714   31.071
     20.714  104.286   62.143
     31.071   62.143  134.643
trace = 325.0 GPa
mode 1: rho v^2 = 55.08 GPa, v = 4862 m/s, group speed = 5054 m/s
   polarization to n = 85.67 deg, energy skew = 15.86 deg
   polarization = -0.142 -0.753 0.643
mode 2: rho v^2 = 73.88 GPa, v = 5631 m/s, group speed = 5817 m/s
   polarization to n = 87.45 deg, energy skew = 14.55 deg
   polarization = -0.936 0.313 0.159
mode 3: rho v^2 = 196.05 GPa, v = 9173 m/s, group speed = 9226 m/s
   polarization to n = 5.03 deg, energy skew = 6.15 deg
   polarization = -0.321 -0.580 -0.749
NEGLECTED EFFECTS: relative change of longitudinal velocity
heating by 100 K, coefficient -7e-05 /K: -0.35 %
stress 100 MPa, strain 5.13e-04, third-order modulus -1500 GPa
   stress shift = -0.120 %
T = 300 K, expansion = 2.6e-06 /K, heat capacity = 700 J/(kg K)
bulk modulus = 98.3 GPa, adiabatic - isothermal = 0.108 GPa
   adiabatic shift = 0.028 %
diffusivity = 0.9 cm2/s, omega D/v^2 = 6.8e-04
1 deg miscut, largest shift for T2, T1, L = 0.029 0.019 0.007 %
transducer radius 3 mm: beam shift about 0.0157 %
lattice period 0.384 nm: dispersion about -2.9e-11 (fraction)
```
